# Core polarisation and the sign of its dielectric term in magnesium

## 1. Two fixed electrons and one polarisable core

Put a closed-shell ion at the origin and hold two electrons fixed at distance $R$ from it, far outside its charge cloud. The ion has dipole polarisability $\alpha$. Hartree atomic units are used, with electron charge $-1$.

An electron at $\mathbf r_i$ produces the potential $\phi(\mathbf x)=-1/|\mathbf x-\mathbf r_i|$. Its electric field at the origin is

$$
-\nabla\phi\big|_{\mathbf x=0}
=-\frac{\mathbf x-\mathbf r_i}{|\mathbf x-\mathbf r_i|^3}\bigg|_{\mathbf x=0}
=\frac{\mathbf r_i}{r_i^3}\equiv\mathbf f_i .
$$

The field points towards the electron, as it must for a negative source. With total field $\mathbf F=\mathbf f_1+\mathbf f_2$, an induced dipole $\mathbf d$ has the energy

$$
E(\mathbf d)=-\mathbf d\cdot\mathbf F+\frac{d^2}{2\alpha}.
$$

The first term is the interaction with the field, the second the cost of deforming the core. Setting the derivative to zero gives $\mathbf d=\alpha\mathbf F$, and then

$$
E=-\alpha F^2+\tfrac12\alpha F^2=-\tfrac12\alpha F^2 .
$$

One electron alone gives $-\alpha/(2R^4)$. Two electrons on the same side give $F=2/R^2$ and $E=-2\alpha/R^4$, which is lower by $\alpha/R^4$ than the sum of two separate energies. On opposite sides the fields cancel and $E=0$, which is higher than that sum by $\alpha/R^4$. At a general angle $\theta$ the nonadditive part is

$$
\Delta E(\theta)=-\alpha\,\mathbf f_1\cdot\mathbf f_2=-\frac{\alpha\cos\theta}{R^4}. \tag{1}
$$

This is the two-electron dielectric term: one electron feels the dipole that the other has induced. Its sign depends on where the electrons are relative to each other, although the complete polarisation energy $-\alpha F^2/2$ is never positive.

**Test on a real core.** For Mg$^{2+}$ in the Hartree–Fock approximation, the response to a uniform field gives $\alpha=0.470$ bohr$^3$. At $R=10$ bohr, equation (1) has the amplitude $0.47004/10^4$ hartree $=47.00$ microhartree. The nonadditive energy can also be found without (1), from self-consistent core energies with both charges, with each alone and with none:

$$
\Delta E=E_{12}-E_1-E_2+E_0 .
$$

The direct repulsion between the external charges is not included. The results are $-47.22$, $-23.45$, $0.13$ and $46.72$ microhartree at $0^\circ$, $60^\circ$, $90^\circ$ and $180^\circ$; equation (1) gives $-47.00$, $-23.50$, $0$ and $47.00$.

Most of the small difference has the form of a quadrupole response. By rotational invariance this contributes $-qP_2(\cos\theta)$, with $P_2(x)=(3x^2-1)/2$ and $q$ a constant at fixed $R$. It is equal at $0^\circ$ and $180^\circ$, whereas (1) changes sign, so the mean of those two energies gives $-q=-0.253$ microhartree. Since $P_2(0)=-1/2$, the prediction at $90^\circ$ is $+0.127$, close to the computed $0.126$. The basis used here has no $f$ functions, so the quadrupole response of the 2p electrons into $f$ orbitals is missing. The value of $q$ therefore tests the angular form, but it is not the full quadrupole response of the ion. With $f$ functions the energies at $0^\circ$, $90^\circ$ and $180^\circ$ move to about $-47.4$, $0.24$ and $46.5$ microhartree and $q$ to about $0.49$, while $\alpha$ is unchanged. The mean also contains terms of higher order in the fields: the linear quadrupole response alone gives $0.27$ without $f$ functions and $0.52$ with them.

## 2. From fixed charges to a quantum core

Let $\mathbf x_a$ be the positions of the core electrons and $\mathbf r_i$ those of the valence electrons. For $r_i>x_a$,

$$
\frac1{|\mathbf r_i-\mathbf x_a|}
=\frac1{r_i}\left(1-\frac{2\mathbf r_i\cdot\mathbf x_a}{r_i^2}+\frac{x_a^2}{r_i^2}\right)^{-1/2}
=\frac1{r_i}+\frac{\mathbf r_i\cdot\mathbf x_a}{r_i^3}+\cdots .
$$

The first term joins the nuclear attraction in the static core potential. The second, summed over all electrons, is

$$
W=\sum_a\mathbf x_a\cdot\sum_i\mathbf f_i=-\mathbf D\cdot\mathbf F,
\qquad \mathbf D=-\sum_a\mathbf x_a,\quad \mathbf F=\sum_i\mathbf f_i .
$$

This has the sign of the classical interaction $-\mathbf d\cdot\mathbf F$.

Let $|k\rangle$ be the core states and $\omega_k$ their excitation energies. Write the total state as $|0\rangle\psi_0+\sum_{k\ne0}|k\rangle\psi_k$. Let $H_v$ be the valence Hamiltonian in the static core potential, taken to be the same for every core state, and neglect $W$ between excited core states. With the energy $E$ measured from that of the isolated core, projection on $\langle0|$ and $\langle k|$ gives

$$
(H_v-E)\psi_0+\sum_kW_{0k}\psi_k=0,\qquad
(\omega_k+H_v-E)\psi_k+W_{k0}\psi_0=0 .
$$

There is no $W_{00}$, because a closed-shell core has no permanent dipole. Solving the second equation for $\psi_k$ and inserting it in the first adds to $H_v$ the operator

$$
V_E=-\sum_kW_{0k}\frac1{\omega_k+H_v-E}W_{k0}. \tag{2}
$$

If the valence energies that matter are small compared with $\omega_k$, then $H_v-E$ can be dropped from the denominator:

$$
V=-\sum_{ab}F_aF_b\sum_k\frac{\langle0|D_a|k\rangle\langle k|D_b|0\rangle}{\omega_k}.
$$

For a spherical core the inner sum is proportional to $\delta_{ab}$; call it $T\delta_{ab}$. Then $V=-TF^2$. A uniform field must produce the energy $-\alpha F^2/2$, so $T=\alpha/2$, or

$$
\alpha=2\sum_k\frac{|\langle k|D_z|0\rangle|^2}{\omega_k}. \tag{3}
$$

The core-polarisation potential for a single core follows:

$$
V=-\frac{\alpha}{2}\Big(\sum_i\mathbf f_i\Big)^2
=-\frac{\alpha}{2}\sum_if_i^2-\alpha\sum_{i<j}\mathbf f_i\cdot\mathbf f_j . \tag{4}
$$

Each pair occurs twice in the square, which cancels the factor $1/2$ in the second term. For fixed valence positions (4) returns the classical result of section 1. For Mg$^{2+}$, the excitation sum (3), evaluated in linear response, and the uniform-field calculation both give $0.470$ bohr$^3$.

**The slow-valence limit.** The first dipole excitation of the core lies at $2.02$ hartree. The mean excitation energy, defined as the ratio of $\sum_k|\langle k|D_z|0\rangle|^2/\omega_k$ to the same sum with $\omega_k^2$ in the denominator, is $3.16$ hartree. The 3s–3p gap of one valence electron above the frozen core is $\Delta=0.157$ hartree. The ratio $\Delta/\omega$ is therefore $0.05$ for the mean energy and $0.08$ for the first excitation. These ratios indicate a separation of scales; they do not bound the error, since $\mathbf F\psi_0$ also contains valence states of higher energy. The error in the one-electron part of the potential can therefore be larger than these ratios.

For the exchange matrix element needed below, the leading error cancels in an independent-electron picture. Let (2) connect $p(1)s(2)$ to $s(1)p(2)$. If $\mathbf f_2$ acts first, the intermediate valence state is $p(1)p(2)$, higher by $\Delta$. If $\mathbf f_1$ acts first, it is $s(1)s(2)$, lower by $\Delta$. The static factor $2/\omega$ is thus replaced by

$$
\frac1{\omega+\Delta}+\frac1{\omega-\Delta}
=\frac{2\omega}{\omega^2-\Delta^2}
=\frac2\omega\left[1+\frac{\Delta^2}{\omega^2}+\cdots\right].
$$

The relative correction is $(0.157/3.16)^2\approx0.002$ at the mean core energy. This estimate concerns one matrix element between two orbitals, not the whole potential.

## 3. Electrons that enter the core

The expansion used $r_i>x_a$, but a valence $s$ orbital is finite at the nucleus. With the point field, its contribution from small $r$ would be

$$
\int |s|^2\frac1{r^4}\,d^3r
\approx4\pi|s(0)|^2\int_0\frac{dr}{r^2},
$$

which diverges. The field is therefore damped:

$$
\mathbf f_i=C(r_i)\frac{\mathbf r_i}{r_i^3},\qquad
C(r)=\left[1-e^{-(r/\rho)^2}\right]^2 . \tag{5}
$$

For $r\ll\rho$, $C\approx(r/\rho)^4$, so the field vanishes as $r^2/\rho^4$. For $r\gg\rho$, $C\to1$ and the derived field returns. Between these limits (5) is a model, and $\rho$ is a parameter that the multipole expansion does not supply.

Damping the field, instead of damping the two terms of (4) separately, keeps $V$ a negative multiple of a square. Hence $\langle V\rangle\le0$ in every state, including both $^1P$ and $^3P$. The sign that can differ between them is that of the dielectric term.

## 4. The sign for one sp configuration

Take orthonormal real orbitals $s$ and $p$ and form

$$
\Psi_\pm=\frac{s(1)p(2)\pm p(1)s(2)}{\sqrt2}.
$$

The singlet spin function is antisymmetric, so $^1P$ takes the symmetric spatial function $\Psi_+$. The triplet takes $\Psi_-$. Spin–orbit coupling is omitted.

The two diagonal products in $\langle\Psi_\pm|\mathbf f_1\cdot\mathbf f_2|\Psi_\pm\rangle$ are equal, and so are the two exchange products. The factor $1/2$ from normalisation therefore cancels:

$$
\langle\mathbf f_1\cdot\mathbf f_2\rangle_\pm
=\langle s|\mathbf f|s\rangle\cdot\langle p|\mathbf f|p\rangle
\pm\langle s|\mathbf f|p\rangle\cdot\langle p|\mathbf f|s\rangle .
$$

The field is odd under inversion, while $|s|^2$ and $|p|^2$ are even, so the first product vanishes. For real orbitals the second is a square. Thus

$$
\langle-\alpha\,\mathbf f_1\cdot\mathbf f_2\rangle_\pm
=\mp\alpha v^2,\qquad v^2=|\langle s|\mathbf f|p\rangle|^2 . \tag{6}
$$

For nonzero $v$, the dielectric term is negative in $^1P$ and positive in $^3P$. This matches the fixed charges: the symmetric function favours fields that point the same way, the antisymmetric function fields that oppose each other.

A second case checks the role of exchange. For $s(1)s(2)$, the same calculation gives $|\langle s|\mathbf f|s\rangle|^2=0$. The dielectric term vanishes for an uncorrelated $s^2$ pair, although each electron still polarises the core.

**Angular factor.** Let $s=R_s/\sqrt{4\pi}$ and $p_z=\sqrt{3/(4\pi)}\,R_p\cos\theta$. Since $f_z=C\cos\theta/r^2$,

$$
\langle s|f_z|p_z\rangle
=\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega
\int_0^\infty R_sR_p\frac C{r^2}r^2dr
=\frac I{\sqrt3},
$$

where the angular integral is $4\pi/3$ and

$$
I=\int_0^\infty R_sR_pC\,dr,\qquad v^2=\frac{I^2}{3}. \tag{7}
$$

The $x$ and $y$ components vanish on integration over azimuth.

**The complete potential.** In the one-electron part, terms that exchange $s$ and $p$ contain the overlap $\langle s|p\rangle=0$. What remains is

$$
\langle V\rangle_\pm=-\frac\alpha2
\left(\langle s|f^2|s\rangle+\langle p|f^2|p\rangle\right)\mp\alpha v^2. \tag{8}
$$

To see that the triplet value cannot become positive, choose a unit vector $\mathbf n$ along $\langle s|\mathbf f|p\rangle$. The Cauchy–Schwarz inequality and the normalisation of $p$ give

$$
v^2=|\langle s|\mathbf n\cdot\mathbf f|p\rangle|^2
\le\langle s|(\mathbf n\cdot\mathbf f)^2|s\rangle
\le\langle s|f^2|s\rangle .
$$

Exchanging $s$ and $p$ gives $v^2\le\langle p|f^2|p\rangle$. The average of these two bounds is the bound needed in (8).

**Effect on the splitting.** Without $V$, and with the same orbitals in both states, the singlet lies above the triplet by $2K$, where $K$ is the Coulomb exchange integral. The one-electron part of (8) is then common to both. The dielectric term changes the splitting to

$$
2K-2\alpha v^2=2(K-\alpha v^2).
$$

The core screens the exchange interaction. When the orbitals differ between the states, the one-electron part affects the splitting too.

## 5. Magnesium with one configuration

The Mg$^{2+}$ core is kept in its nonrelativistic Hartree–Fock state. The two valence electrons are treated by configuration interaction in pairs of one even-parity and one odd-parity orbital, built from $s$, $p$ and $d$ functions. The cutoff radius is a chosen round value, $\rho=1.2$ bohr. It raises the 3s binding energy of Mg$^+$ from $0.5406$ to $0.5466$ hartree, about half of the way to the measured $0.5525$. Matching the measured value would need $\rho\approx0.7$ bohr. There the signs found below are the same but the terms are larger: the dielectric change of the splitting is about $-3.1$ instead of $-2.2$ millihartree. From each state computed with the full $V$, the leading sp pair is extracted; its weight is $0.940$ in $^1P$ and $0.985$ in $^3P$. Equations (6)–(8) are first applied to these pairs, normalised to one.

For $^1P$, $I=0.07698$ bohr$^{-2}$, so $v^2=0.07698^2/3=0.00198$ bohr$^{-4}$. The dielectric term is

$$
-0.47004\times0.001975=-0.93\times10^{-3}\ \text{hartree}.
$$

The one-electron part is

$$
-\tfrac12(0.47004)(0.02487+0.00607)
=-7.27\times10^{-3}\ \text{hartree},
$$

and the total is $-8.20$ millihartree.

For $^3P$, $I=0.10302$ bohr$^{-2}$ and $v^2=0.00354$ bohr$^{-4}$. The dielectric term is $+1.66$ millihartree. The one-electron part is

$$
-\tfrac12(0.47004)(0.02225+0.01176)
=-7.99\times10^{-3}\ \text{hartree},
$$

which leaves a total of $-6.33$ millihartree. The dielectric terms have opposite signs; both totals are negative. Direct quadrature over the positions of both electrons reproduces the dielectric terms and the totals.

The mean of $f^2$ in the $p$ orbital is nearly twice as large in the triplet as in the singlet. The triplet $p$ orbital therefore has more weight where the damped field is strong, and its $I$ is larger as well.

## 6. Correlation changes the singlet answer

A correlated odd-parity state contains many pairs of even orbitals $g$ and odd orbitals $u$:

$$
\Psi_\pm=\sum_{gu}c_{gu}\frac{g(1)u(2)\pm u(1)g(2)}{\sqrt2}.
$$

Parity again removes the direct products, and the exchange products give

$$
\langle\mathbf f_1\cdot\mathbf f_2\rangle_\pm
=\pm\sum_{gu,g'u'}c_{gu}c_{g'u'}
\langle g|\mathbf f|u'\rangle\cdot\langle u|\mathbf f|g'\rangle. \tag{9}
$$

With a single pair this reduces to (6). With several pairs the cross terms are products of different matrix elements and coefficients, and their sign is not fixed. The rule of section 4 therefore does not determine the sign in a correlated state.

The computed dielectric terms, with all pairs of $s$, $p$ and $d$ orbitals included, are $-0.06$ millihartree in $^1P$ and $+2.13$ millihartree in $^3P$. The singlet value is not converged in angular momentum: with $f$ and $g$ orbitals added the two terms are $-0.14$ and $+2.12$ millihartree. The leading pair, multiplied by its weight, accounts for

$$
0.940\times(-0.928)=-0.872,\qquad
0.985\times1.663=+1.638
$$

millihartree. All other terms in (9) thus add about $+0.81$ in the singlet and $+0.49$ in the triplet. In both states they make $\langle\mathbf f_1\cdot\mathbf f_2\rangle$ more negative, so they favour opposing fields at the core. In the singlet this nearly cancels the sp contribution.

A weight of $6\%$ can do this because cross terms are linear in the small amplitude. If the remainder of the singlet state is one normalised function of amplitude $b$, then $b=\sqrt{1-0.940}\approx0.24$, and its cross term with the leading pair carries the factor $2\sqrt{0.940}\,b\approx0.47$. In the singlet this cross term amounts to about $+0.84$ millihartree, nearly all of it from $pd$ pairs, and the remainder alone contributes $-0.03$.

Neither sign changes with the cutoff within the range examined. In states computed without $V$, the singlet term is $-0.06$, $-0.03$ and $-0.01$ millihartree for $\rho=0.9$, $1.2$ and $1.6$ bohr. The triplet term is $+2.58$, $+2.14$ and $+1.49$ millihartree. The positive triplet sign is well separated from zero. The singlet value is negative throughout this range, but it is what remains after much larger contributions nearly cancel. Its size therefore depends strongly on the cutoff and on the orbitals included: with $f$ and $g$ orbitals the three singlet values become $-0.14$, $-0.10$ and $-0.06$ millihartree. Its sign should not be carried over to other cutoffs; in the $s,p,d$ basis it turns slightly positive by $\rho=2.2$ bohr.

The complete potential remains negative. Adding the correlated one-electron parts gives

$$
-7.20-0.06=-7.27,\qquad -7.98+2.13=-5.85
$$

millihartree for $^1P$ and $^3P$, where the sums use the unrounded values.

## 7. What happens to the splitting

The $^1P$–$^3P$ splitting is $62.29$ millihartree without $V$. The one-electron part raises it to $63.11$, because it lowers the triplet more than the singlet. Adding the dielectric term reduces it to $60.90$ millihartree, or $1.66$ eV. The dielectric change is $-2.21$ millihartree, or $-3.5\%$ of the splitting with the one-electron part alone. The net change due to the whole potential is $-1.39$ millihartree.

First-order perturbation theory for the dielectric term, using states that already contain the one-electron part, gives $-2.23$ millihartree. It agrees with the full change to about $1\%$, so further adjustment of the states matters little here. The expectation values in section 6 show where the narrowing comes from: nearly all of it is the raising of $^3P$. The single-configuration picture, in which a substantial lowering of $^1P$ also contributes, gives the same signs as the correlated calculation but a different division between the states.

These energies belong to the stated model. Relativity, correlation within the core, higher core multipoles, nonadiabatic corrections and valence orbitals beyond $d$ are left out, and $\rho$ was chosen, not derived. The splitting is therefore not a prediction at the accuracy of the digits printed. A denser basis with $f$ and $g$ valence orbitals lowers all three splittings by about $0.7$ millihartree, the full one to $60.2$ millihartree or $1.64$ eV. It also moves the dielectric change to $-2.27$ and the net change to $-1.46$ millihartree. The numerical output lists most of these energies with more digits.

## Table of computed values

```
Mg2+ polarisability, uniform field: 0.47004 bohr^3
Mg2+ polarisability, excitation sum: 0.47004 bohr^3
first dipole excitation of core: 2.020 hartree
mean core excitation energy: 3.161 hartree
Mg+ 3s-3p gap, frozen core: 0.1568 hartree
distance of each test charge: 10.0 bohr
angle 0 deg: nonadditive energy -47.222, formula -47.004 microhartree
angle 60 deg: nonadditive energy -23.449, formula -23.502 microhartree
angle 90 deg: nonadditive energy 0.126, formula -0.000 microhartree
angle 180 deg: nonadditive energy 46.716, formula 47.004 microhartree
cutoff radius rho: 1.2 bohr
CI pair functions per spin: 630
1P weight of leading sp pair: 0.94040 (no unit)
1P radial integral I: 0.07698 bohr^-2
1P |<s|f|p>|^2: 0.00198 bohr^-4
1P <s|f^2|s>: 0.02487 bohr^-4
1P <p|f^2|p>: 0.00607 bohr^-4
1P sp one-electron part: -7.27154 millihartree
1P sp dielectric term: -0.92839 millihartree
1P sp dielectric term, pair quadrature: -0.92839 millihartree
1P sp total V: -8.19993 millihartree
1P CI one-electron part: -7.20140 millihartree
1P CI dielectric term: -0.06397 millihartree
3P weight of leading sp pair: 0.98529 (no unit)
3P radial integral I: 0.10302 bohr^-2
3P |<s|f|p>|^2: 0.00354 bohr^-4
3P <s|f^2|s>: 0.02225 bohr^-4
3P <p|f^2|p>: 0.01176 bohr^-4
3P sp one-electron part: -7.99384 millihartree
3P sp dielectric term: 1.66271 millihartree
3P sp dielectric term, pair quadrature: 1.66271 millihartree
3P sp total V: -6.33113 millihartree
3P CI one-electron part: -7.97771 millihartree
3P CI dielectric term: 2.13253 millihartree
1P-3P splitting, without V: 62.2861 millihartree
1P-3P splitting, one-electron V: 63.1128 millihartree
1P-3P splitting, full V: 60.8985 millihartree
1P-3P splitting, full V: 1.6571 eV
splitting change by dielectric term: -2.2143 millihartree
same change in first order: -2.2324 millihartree
rho 0.9 bohr: dielectric term 1P -0.0638, 3P 2.5810 millihartree
rho 1.2 bohr: dielectric term 1P -0.0347, 3P 2.1364 millihartree
rho 1.6 bohr: dielectric term 1P -0.0110, 3P 1.4915 millihartree
```
